# Why elastic grain-boundary scattering preserves the Lorenz number

**Grain boundaries raise the resistivity of a metal line. Why should they lower its electronic thermal conductivity by the same factor, when one current carries charge and the other carries heat?**

An electric field and a temperature gradient disturb the electrons differently. The field pushes every occupied shell of states near the chemical potential $\mu$ in one direction. The gradient drives electrons above $\mu$ from hot to cold, and electrons below $\mu$ from cold to hot. The two streams can cancel as charge while adding as heat, because a deficit of energy carried backwards is an energy flow forwards.

An elastic collision turns an electron's velocity but leaves its energy alone. It cannot move an electron from the stream above $\mu$ to the one below. Either current can therefore decay in one way: each energy shell loses its directional bias. A static boundary adds to that loss, and it does so without regard to whether the bias came from a field or a temperature gradient. If shells within a few $k_BT$ of $\mu$ conduct almost equally well, both conductivities measure the same shell property.

**How does this become an equation?**

Let the electron charge be $-e$, let transport be along $x$, and let $f_0(\varepsilon)$ be the Fermi function. Write a small deviation as $f=f_0+(-f_0')\psi$, where the prime on $f_0$ means $d/d\varepsilon$. Local equilibrium varies in space as

$$\partial_x f_0=(-f_0')\left[\partial_x\mu+\frac{\varepsilon-\mu}{T}\partial_xT\right].$$

The force $-e\mathcal E_0$ contributes $-e\mathcal E_0v_xf_0'=(-f_0')e\mathcal E_0v_x$. I combine the field and the gradient of $\mu$ into $\mathcal E=\mathcal E_0+\partial_x\mu/e$, which is what a voltmeter responds to.

For elastic scattering with symmetric rates $W_{kk'}$, the Pauli factors cancel: $f_k(1-f_{k'})-f_{k'}(1-f_k)=f_k-f_{k'}$. Both states have the same energy, hence the same $-f_0'$. The collision term is then $-(-f_0')C\psi$, with

$$(C\psi)_k=\sum_{k'}W_{kk'}(\psi_k-\psi_{k'}).$$

Cancelling $-f_0'$ in the steady Boltzmann equation gives

$$C\psi=-v_x\left[e\mathcal E+\frac{\varepsilon-\mu}{T}\partial_xT\right].$$

The bracket depends on energy alone. Since $C$ connects states of one energy, the bracket is a constant as far as $C$ is concerned:

$$\psi=-\left[e\mathcal E+\frac{\varepsilon-\mu}{T}\partial_xT\right]C^{-1}v_x .$$

The inverse is defined up to a constant on each shell. That constant carries no current, because $v_x$ sums to zero over the shell. No relaxation time has been assumed.

Define the shell conductivity, with spin included and $V$ the volume, by

$$\Sigma(\varepsilon)=\frac{2e^2}{V}\sum_k\delta(\varepsilon-\varepsilon_k)\,v_x\,(C^{-1}v_x)_k,$$

and its thermal moments by

$$K_n=\int d\varepsilon\,(-f_0')(\varepsilon-\mu)^n\Sigma(\varepsilon).$$

The charge current weights $\psi$ by $-ev_x$, and the heat current by $(\varepsilon-\mu)v_x$. Therefore

$$j=K_0\mathcal E+\frac{K_1}{eT}\partial_xT,\qquad
j_Q=-\frac{K_1}{e}\mathcal E-\frac{K_2}{e^2T}\partial_xT.$$

At uniform temperature, $\sigma=K_0$. Thermal conductivity is defined at $j=0$, where $\mathcal E=-K_1\partial_xT/(eTK_0)$. Substitution into $j_Q=-\kappa_e\partial_xT$ gives

$$\kappa_e=\frac{1}{e^2T}\left(K_2-\frac{K_1^2}{K_0}\right).$$

**Where does the common factor appear?**

Set $z=(\varepsilon-\mu)/(k_BT)$. The thermal weight is $e^{-z}/(1+e^{-z})^2$, which is even in $z$. For even $n\ge2$, expand it for $z>0$ in powers of $e^{-z}$ and integrate:

$$\langle z^n\rangle=2\sum_{m=1}^{\infty}(-1)^{m+1}m\int_0^\infty z^ne^{-mz}dz
=2\,n!\sum_{m=1}^{\infty}\frac{(-1)^{m+1}}{m^n}.$$

The sums for $n=2$ and $4$ are $\pi^2/12$ and $7\pi^4/720$. Thus $\langle z^2\rangle=\pi^2/3$ and $\langle z^4\rangle=7\pi^4/15$. Expand $\Sigma$ about $\mu$, with all derivatives taken there:

$$K_0=\Sigma+\frac{\pi^2}{6}(k_BT)^2\Sigma''+\cdots,\qquad
K_1=\frac{\pi^2}{3}(k_BT)^2\Sigma'+\cdots,$$

$$K_2=(k_BT)^2\left[\frac{\pi^2}{3}\Sigma+\frac{7\pi^4}{30}(k_BT)^2\Sigma''+\cdots\right].$$

At leading order,

$$\sigma=\Sigma(\mu),\qquad \kappa_e=L_0T\,\Sigma(\mu),\qquad L_0=\frac{\pi^2k_B^2}{3e^2}.$$

Adding elastic boundaries replaces $\Sigma_{\rm bulk}(\mu)$ by a new $\Sigma(\mu)$. At fixed $\mu$ and $T$,

$$\frac{\sigma}{\sigma_{\rm bulk}}=\frac{\kappa_e}{\kappa_{e,\rm bulk}}=\frac{\Sigma(\mu)}{\Sigma_{\rm bulk}(\mu)} .$$

The Lorenz number $L=\kappa_e/(\sigma T)$ remains $L_0$. To find the first correction, divide $\kappa_e$ by $L_0T\sigma$. The curvature terms contribute $7/10-1/6=8/15$, and $K_1^2/K_0$ supplies the slope term:

$$\frac{L}{L_0}=1+\pi^2(k_BT)^2\left[\frac{8}{15}\frac{\Sigma''}{\Sigma}-\frac13\left(\frac{\Sigma'}{\Sigma}\right)^2\right]+\cdots .$$

If $\Sigma$ varies on the scale of the Fermi energy $E_F$, this correction is of order $(k_BT/E_F)^2$. Elasticity alone does not make it small. A sharp elastic resonance within a few $k_BT$ of $\mu$ would invalidate the expansion.

**What is the factor for a concrete set of boundaries?**

Take a free-electron metal with thin, flat boundaries normal to the current, at mean spacing $D$. Reflection is specular: it reverses $v_x$ and keeps the transverse velocity. Let $u=v_x/v$.

For a barrier $B\delta(x)$ in a metal of electron mass $m$, let $a$ and $b$ be the transmitted and reflected amplitudes. Continuity gives $1+b=a$, and the jump in slope gives $ik_x(a-1+b)=(2mB/\hbar^2)a$. Eliminating $b$ yields $a=[1+imB/(\hbar^2k_x)]^{-1}$. With $R_u=1-|a|^2$,

$$\frac{R_u}{1-R_u}=\left(\frac{mB}{\hbar^2k_x}\right)^2=\frac{r}{u^2}\frac{E_F}{\varepsilon},\qquad r=\frac{R}{1-R},$$

where $R$ is the reflection probability at normal incidence and $E_F$.

Many planes can be replaced by a uniform rate of velocity reversal. Ignore interference, and for this step background collisions within one grain. Let $p_n$ and $q_n$ be the right- and left-moving populations in grain $n$. At the next plane,

$$p_{n+1}=(1-R_u)p_n+R_uq_{n+1},\qquad q_n=(1-R_u)q_{n+1}+R_up_n.$$

The first relation gives $p_{n+1}-q_{n+1}=(1-R_u)(p_n-q_{n+1})$; the second gives $q_n-q_{n+1}=R_u(p_n-q_{n+1})$. Since $p-q$ is conserved along the row, each population drops per plane by $(p-q)R_u/(1-R_u)$. A uniform medium with flip rate $w$ obeys $v|u|\,dp/dx=-w(p-q)$. Equal drops over $D$ require, at $E_F$,

$$w=\frac{v|u|}{D}\frac{R_u}{1-R_u}=\frac{vr}{D|u|}.$$

One flip lowers $p$ by one and raises $q$ by one, so the difference $p-q$ decays at $2w$.

Let isotropic static disorder give a background rate $v/\lambda$, with mean free path $\lambda$ independent of energy. For an odd function of $u$, isotropic in-scattering averages to zero. Hence

$$\left(\frac v\lambda+2w\right)C^{-1}v_x=vu,\qquad
C^{-1}v_x=\lambda\frac{u|u|}{|u|+\alpha},\qquad \alpha=\frac{2r\lambda}{D}.$$

Multiply by $v_x=vu$ and average over directions. Without boundaries the average is $v\lambda/3$, so the reduction factor is

$$F(\alpha)=3\int_0^1\frac{u^3}{u+\alpha}\,du.$$

Polynomial division, $u^3/(u+\alpha)=u^2-\alpha u+\alpha^2-\alpha^3/(u+\alpha)$, gives

$$F(\alpha)=1-\frac{3\alpha}{2}+3\alpha^2-3\alpha^3\ln\left(1+\frac1\alpha\right).$$

This has the Mayadas–Shatzkes form, with $\alpha$ defined by the flip rate above, including its factor 2. The usual statement of that model takes $\alpha=(\lambda/D)R/(1-R)$ without the 2, so a reflection coefficient fitted with it is not the $R$ used here: $R=0.2$ here gives the same $\alpha$ as a fitted value of $1/3$. For weak boundaries $F\simeq1-3\alpha/2$. For strong ones $F\simeq3/(4\alpha)$, within the uniform-rate model.

**Does equality depend on isotropic background scattering?**

No. Let the background's angular probability, relative to isotropic scattering and averaged over azimuth, be $1+3guu'$, with $|g|\le1/3$ so that the full angular probability $1+3g\cos\theta$ is nowhere negative. Let $\lambda$ now denote the path between background collisions. With $\phi=C^{-1}v_x$ and $J=\int_0^1u\phi\,du$, the shell equation is

$$\left(1+\frac{\alpha}{|u|}\right)\phi-3guJ=\lambda u .$$

Thus $\phi=(\lambda+3gJ)u|u|/(|u|+\alpha)$. Multiplying by $u$ and integrating gives $J=(\lambda+3gJ)F/3$, or $J=\lambda F/[3(1-gF)]$. The bulk value has $F=1$, so the new factor is

$$\frac{J}{J_{\rm bulk}}=\frac{F(1-g)}{1-gF}.$$

The boundary reduction has changed because $g$ alters how fast the background randomizes directions. For $g>0$ the bulk conducts better, since $J_{\rm bulk}=\lambda/[3(1-g)]$, and at fixed $\lambda$ the same boundaries remove a larger fraction of its conductivity: for $\alpha=0.5$ the factor falls from 0.588 to 0.488 at $g=1/3$. Most of this comes from the longer transport path $\lambda/(1-g)$; if the bulk conductivity is held fixed instead, the factor is 0.585. Charge and heat still share it, because both use the same $J$ at each energy.

**What numbers follow for a copper-like line?**

Choose $E_F=7$ eV, $\lambda=D=40$ nm, $R=0.2$ and $T=300$ K. Then $r=0.2/0.8=0.25$, $\alpha=2(0.25)(40/40)=0.5$, and

$$F=1-0.75+0.75-0.375\ln3=0.588.$$

The free-electron density of states times velocity is $k^2/(\pi^2\hbar)$. With $k_F=13.555\ \mathrm{nm^{-1}}$, the bulk conductivity is

$$\sigma_{\rm bulk}=\frac{e^2k_F^2\lambda}{3\pi^2\hbar}=60.4\ \mathrm{MS/m}.$$

Boundaries reduce it to $0.588\times60.4=35.5$ MS/m. The resistivity rises from 1.66 to 2.81 $\mu\Omega$ cm.

For heat, $L_0=2.443\times10^{-8}\ \mathrm{W\,\Omega/K^2}$ gives

$$\kappa_{e,\rm bulk}=L_0(300\ \mathrm K)(6.04\times10^7\ \mathrm{S/m})=443\ \mathrm{W/(m\,K)}.$$

With boundaries it is 260 W/(m K), again smaller by 0.588.

Numerical integration of the thermal moments, with $\mu=E_F$, shows the remaining difference. Here $k_BT/E_F=0.00369$. The charge and heat factors are 0.588025 and 0.588013. The bulk has $L/L_0-1=-4.5\times10^{-5}$, which is the slope term for $\Sigma\propto\varepsilon$: $-(\pi^2/3)(0.00369)^2$. With boundaries the deviation is $-6.4\times10^{-5}$. These digits illustrate the expansion; they are not a forecast for real copper.

**What if the background is inelastic?**

Then energy shells exchange electrons, and the background rate can vary over $k_BT$. Consider isotropic coupling to phonons of one energy $\hbar\omega$, with a constant density of states near $\mu$. Let $n$ be the phonon occupation and $f_\pm=f_0(\varepsilon\pm\hbar\omega)$. Up to a constant,

$$\dot f=-f[(n+1)(1-f_-)+n(1-f_+)]+(1-f)[nf_-+(n+1)f_+].$$

Odd deviations in the other shells average to zero. The coefficient of $-f$ is therefore the relaxation rate:

$$\Gamma\propto2n+1-f_-+f_+
=\coth\frac y2-\frac{\sinh y}{\cosh z+\cosh y},\qquad y=\frac{\hbar\omega}{k_BT}.$$

It is smallest at $z=0$ and grows with $|z|$. The electrical conductivity averages $1/\Gamma$ with the thermal weight; the heat conductivity has an extra $z^2$, which favours the faster-relaxing electrons. Hence $L<L_0$ in this bulk model.

Boundaries matter less where background scattering is already strong, so their shell factor $F_z$ rises with $|z|$. The charge factor is the average of $F_z$ with weight $(-f_0')/\Gamma$; the heat factor uses $z^2$ times that weight. Their difference has the sign of the covariance of $z^2$ and $F_z$. Writing it over pairs of energies gives $\frac12\langle(z^2-z'^2)(F_z-F_{z'})\rangle>0$, since both functions rise with $|z|$. Boundaries therefore reduce heat conduction less than charge conduction, and $L$ rises towards $L_0$.

For $\hbar\omega=25$ meV at 300 K, $y=0.967$. I keep the bulk $\sigma$ and the boundary rate of the example fixed. Numerical averaging gives factors 0.587 for charge and 0.609 for heat, while $L/L_0$ rises from 0.912 to 0.946.

A colder case, $y=4$, shows the effect strongly. Here I take the background rate, in units of $v/\lambda$, as $(y/2)$ times the displayed expression, which tends to 1 as $y\to0$, and keep the boundary term $\alpha/|u|$ with $\alpha=0.5$. The charge and heat factors become 0.227 and 0.358, and $L/L_0$ rises from 0.454 to 0.715.

**How closely does the example describe a real copper line?**

The Fermi energy, mean free path and bulk resistivity are near rough room-temperature values for copper. The spacing is plausible for a narrow line, while $R$ depends on the boundaries and is a chosen parameter. The serious idealization is the elastic background: in fairly pure copper at room temperature, phonons supply most of it. The one-phonon estimate puts $L$ about 5% below $L_0$ with boundaries present. It is a size estimate, since real phonons have a spectrum and angle-dependent coupling. Giving the phonon scattering the angular factor $1+3g\cos\theta$ at the same bulk $\sigma$ moves the gap to about 9% for $g=1/3$ and 3.5% for $g=-1/3$. Real grains also have varied orientations, and a narrow line has surface scattering. These change the reduction factor. If static and elastic, they still keep the energy shells separate, so the general shell argument applies.

Replacing sharp planes by a uniform rate costs little here. I solved the elastic transport equation with periodic planes on a grid of 60 cells and 24 directions. At $D=\lambda$ the factor is 0.590, about 0.4% above the uniform-rate result.

Interference deserves a separate estimate. At normal incidence, the phase $2k_xD$ repeats after an energy $\pi\hbar v_F/D=81$ meV, only about three times $k_BT$. For two planes without background scattering, a numerical average over directions and energies gives a conductance within 0.01% of the incoherent value, and a Lorenz number within 0.01% of $L_0$ at $D=40$ nm. The residue oscillates with $D$: over one phase period near 40 nm the Lorenz deviation reaches 0.013%, and it grows for closer planes, to about 0.1% near 20 nm and 0.3% near 10 nm. This does not cover a wire with few transverse modes, or interference among many planes.

Finally, the lattice carries heat but no charge. With one atom per electron, heat capacity $3k_B$ per atom, and rough values of 3000 m/s for sound speed and 2 nm for phonon path, kinetic theory gives $\kappa_{\rm lat}=\frac13Cv_s\ell=7$ W/(m K). That is 2.7% of the electronic value with boundaries. The phonon path is the uncertain input: one two or three times longer, which is plausible for copper, would raise the share to 5–8%. A Lorenz number formed from the total thermal conductivity includes this contribution, so it can differ from $L_0$ even when the electronic ratio does not.

All numerical values are calculated from the stated model.
